\section*{Sommerfeld electronic free energy and sharply varying densities of states, part 1}

(Sections cited here and not found follow in the second part.)

\section{From occupied levels to one number at the Fermi level}

\textbf{Q.} You estimate the thermal free energy of the electrons in a metal from the density of states at a single energy. A band is several electronvolts wide. Before I discuss that shortcut, what free energy do you mean, and for what model?

\textbf{A.} The model has independent electrons in levels that do not move with temperature. Let $D(E)\,dE$ be the number of levels per atom between $E$ and $E+dE$, with both spin directions counted. Its unit is states/eV per atom. I write $t=kT$, so that $t$ is an energy. The atom's share of electrons, $N$, is fixed, because heating a piece of metal does not change its electron count. The quantity wanted is the Helmholtz free energy $F=U-TS$ at fixed $N$, measured from its value at $T=0$. Changes of the bands by thermal expansion or atomic motion, interactions beyond the fixed $D$, phonons and magnetic disorder are all outside this model.

Each level is empty or holds one electron. In contact with a reservoir of chemical potential $\mu$, its two states have weights $1$ and $e^{-x}$, where $x=(E-\mu)/t$. The occupation is therefore
\begin{equation}
f=\frac{e^{-x}}{1+e^{-x}}=\frac{1}{e^{x}+1},
\end{equation}
and the sum over all levels gives the grand potential
\begin{equation}
\Omega(\mu,T)=-t\int D(E)\,\ln\!\left(1+e^{-(E-\mu)/t}\right)dE .
\label{eq:omega}
\end{equation}

\textbf{Q.} That is a grand potential, and you promised $U-TS$. Show me the link.

\textbf{A.} The entropy of one level, in units of $k$, is $s=-f\ln f-(1-f)\ln(1-f)$. Put $L=\ln(1+e^{-x})$. From the expression for $f$, $\ln f=-x-L$ and $\ln(1-f)=-L$, so
\begin{equation}
s=f(x+L)+(1-f)L=xf+L .
\end{equation}
Multiply by $tD$ and integrate. Since $tx=E-\mu$,
\begin{equation}
TS=\int D\,(E-\mu)f\,dE+t\int D\,L\,dE=U-\mu N-\Omega .
\end{equation}
Hence $F=U-TS=\Omega+\mu N$, where $\mu$ is the value for which $\int D f\,dE=N$.

\textbf{Q.} Now $\Omega$ contains the whole band. Where does the Fermi level get its special role?

\textbf{A.} It appears when the zero-temperature value is subtracted at the same $\mu$. For a level above $\mu$, the contribution $-t\ln(1+e^{-x})$ vanishes as $T\to0$. For a level below $\mu$, $x$ is negative, and taking $e^{-x}$ out of the logarithm gives
\begin{equation}
-t\ln(1+e^{-x})=tx-t\ln(1+e^{x})=(E-\mu)-t\ln(1+e^{-|x|}).
\label{eq:split}
\end{equation}
The first part, $E-\mu$, is the zero-temperature value. On both sides of $\mu$ the thermal remainder has the same form, so
\begin{equation}
\Omega(\mu,T)-\Omega(\mu,0)=-t\int D(E)\,\ln\!\left(1+e^{-|E-\mu|/t}\right)dE .
\label{eq:diff}
\end{equation}
Nothing has been approximated. The logarithm falls off as $e^{-|E-\mu|/t}$, so levels many $t$ away from $\mu$ drop out. A deep level stays full and a high one stays empty.

\textbf{Q.} Then the integral of that logarithm must produce the $\pi^2$. I would like to see it, not be told to look it up.

\textbf{A.} For $u>0$,
\begin{equation}
\ln(1+e^{-u})=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n}e^{-nu}.
\end{equation}
The terms alternate and shrink, so every partial sum lies between $0$ and $e^{-u}$. That common integrable bound permits integration term by term:
\begin{equation}
\int_0^\infty\ln(1+e^{-u})\,du=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}.
\end{equation}
To sum this, take the Fourier series of $y^2$ on $-\pi\le y\le\pi$. Its mean is $\pi^2/3$, and two integrations by parts give the cosine coefficients $4(-1)^n/n^2$:
\begin{equation}
y^2=\frac{\pi^2}{3}+4\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}\cos ny .
\end{equation}
At $y=0$ the left side is zero, so the alternating sum is $\pi^2/12$. Therefore
\begin{equation}
\int_0^\infty\ln(1+e^{-u})\,du=\frac{\pi^2}{12}.
\label{eq:norm}
\end{equation}

The two sides of $\mu$ together give $\int\ln(1+e^{-|E-\mu|/t})\,dE=2t\,\pi^2/12=\pi^2t/6$. Dividing the logarithm by this area turns it into a normalized weight. Define the thermal average
\begin{equation}
\langle D\rangle_\mu=\frac{6}{\pi^2t}\int D(E)\,\ln\!\left(1+e^{-|E-\mu|/t}\right)dE .
\label{eq:avg}
\end{equation}
Equation \eqref{eq:diff} becomes
\begin{equation}
\Omega(\mu,T)-\Omega(\mu,0)=-\frac{\pi^2}{6}\,t^2\,\langle D\rangle_\mu .
\label{eq:omegaavg}
\end{equation}
One factor $t$ comes from the prefactor in \eqref{eq:diff} and the other from the area of the weight.

\textbf{Q.} So the honest quantity is an average, not a value at one energy. How wide is the average?

\textbf{A.} Its mean square width requires one more integral. Using $\int_0^\infty u^2e^{-nu}du=2/n^3$ in the same series,
\begin{equation}
\int_0^\infty u^2\ln(1+e^{-u})\,du=2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^4}.
\end{equation}
Parseval's relation for the Fourier series of $y^2$ reads
\begin{equation}
\frac1\pi\int_{-\pi}^{\pi}y^4dy=\frac{2\pi^4}{5}
=2\left(\frac{\pi^2}{3}\right)^2+16\sum_{n=1}^{\infty}\frac1{n^4},
\end{equation}
so $\sum n^{-4}=\pi^4/90$. Changing the sign of the even terms subtracts them twice, and they make up $1/16$ of the sum. The alternating sum is thus $\tfrac78\cdot\pi^4/90=7\pi^4/720$, and the integral is $7\pi^4/360$. With the prefactor of \eqref{eq:avg} and the two sides of $\mu$,
\begin{equation}
\langle(E-\mu)^2\rangle=\frac{6}{\pi^2t}\,2t^3\,\frac{7\pi^4}{360}=\frac{7\pi^2}{30}\,t^2 .
\label{eq:width}
\end{equation}
The root mean square width is $1.52\,kT$. At 300 K, where $kT=25.9$ meV, this is about 39 meV on each side of $\mu$.

\textbf{Q.} You kept $\mu$ fixed in the subtraction, but you told me that $N$ is fixed. The chemical potential moves when the metal is heated. Have you lost a term?

\textbf{A.} It has to be restored. Let $E_F$ be the Fermi level at $T=0$, so that $N=\int^{E_F}D\,dE$ and $F(0)=\int^{E_F}E\,D\,dE$. Consider the function $\Phi(m)=\Omega(m,T)+mN$ for any trial value $m$. At zero temperature, $\Omega(m,0)=\int^{m}(E-m)D\,dE$, and
\begin{align}
\Omega(m,0)+mN-F(0)&=\int^{m}(E-m)D\,dE-\int^{E_F}(E-m)D\,dE\nonumber\\
&=-\int_{E_F}^{m}(m-E)D\,dE\equiv-C(m).
\end{align}
The quantity $C(m)$ is never negative. If $m<E_F$, both the integrand and the direction of integration change sign. Adding \eqref{eq:omegaavg},
\begin{equation}
\Phi(m)-F(0)=-\frac{\pi^2}{6}t^2\langle D\rangle_m-C(m).
\label{eq:phi}
\end{equation}
The true free energy change $\Delta F=F(T)-F(0)$ is this expression at $m=\mu$.

\textbf{Q.} Then you need $\mu$ before you can say anything.

\textbf{A.} Not for a bound. The derivative is $\Phi'(m)=N-\int D f\,dE$, because $\partial\Omega/\partial m=-\int Df\,dE$. Raising $m$ raises every occupation, so $\Phi'$ decreases with $m$. It vanishes at $m=\mu$, which makes $\mu$ the maximum of $\Phi$. The trial value $m=E_F$, for which $C=0$, can thus give only a lower or equal value:
\begin{equation}
-\frac{\pi^2}{6}t^2\langle D\rangle_{E_F}\le\Delta F .
\end{equation}
In the other direction, dropping $-C(\mu)\le0$ gives $\Delta F\le-(\pi^2/6)t^2\langle D\rangle_\mu$. It is convenient to express $\Delta F$ as an effective density of states,
\begin{equation}
D_{\mathrm{eff}}=-\frac{6\,\Delta F}{\pi^2t^2},
\qquad
\langle D\rangle_\mu\le D_{\mathrm{eff}}\le\langle D\rangle_{E_F}.
\label{eq:bounds}
\end{equation}
These inequalities do not require a smooth density of states.

\textbf{Q.} Good. Now justify replacing the average by one value.

\textbf{A.} Here smoothness enters. Suppose that $D(E_F)>0$ and that $D$ is smooth around $E_F$ over many $t$. More distant structure, such as a band edge, enters with an exponentially small weight. Expand $D$ about $E_F$ inside the average. The weight is even, so the linear term vanishes and $\langle D\rangle_{E_F}=D(E_F)+O(t^2)$.

The lower bound in \eqref{eq:bounds} needs the position of $\mu$. Setting the derivative of \eqref{eq:phi} to zero gives
\begin{equation}
\int_{E_F}^{\mu}D\,dE=-\frac{\pi^2}{6}t^2\,\frac{d\langle D\rangle_m}{dm}\bigg|_{m=\mu}.
\end{equation}
To lowest order the left side is $D(E_F)(\mu-E_F)$ and the derivative on the right is $D'(E_F)$. Thus
\begin{equation}
\mu-E_F=-\frac{\pi^2}{6}t^2\,\frac{D'(E_F)}{D(E_F)}+O(t^4).
\label{eq:shift}
\end{equation}
The chemical potential moves towards the side with fewer states. Otherwise, the electrons excited to the richer side would outnumber the holes left behind, or the reverse. Since the shift is of order $t^2$, $\langle D\rangle_\mu$ also equals $D(E_F)+O(t^2)$. Both bounds on $D_{\mathrm{eff}}$ close on the same value, and
\begin{equation}
F(T)-F(0)=-\frac{\pi^2}{6}(kT)^2D(E_F)+O\!\left((kT)^4\right).
\label{eq:sommerfeld}
\end{equation}
This is the Sommerfeld electronic free energy.

\textbf{Q.} The minus sign bothers me. Heating electrons costs energy.

\textbf{A.} It does, and to leading order in $t$ the entropy term is twice as large. Differentiate $F=\Omega+\mu N$ at fixed $N$. The terms with $d\mu/dT$ cancel because $\partial\Omega/\partial\mu=-N$, and what remains is
\begin{equation}
\frac{dF}{dT}=\frac{\partial\Omega}{\partial T}\bigg|_\mu=-k\int D\,(L+xf)\,dE=-S .
\end{equation}
The term $xf$ comes from $\partial L/\partial x=-f$ and $\partial x/\partial T=-x/T$. For smooth $D$ the remainder in \eqref{eq:sommerfeld} is a smooth function of $t$ that begins at $t^4$, so to leading order
\begin{equation}
S=\frac{\pi^2}{3}k^2T\,D(E_F),\qquad
U(T)-U(0)=\Delta F+TS=+\frac{\pi^2}{6}t^2D(E_F).
\label{eq:entropy}
\end{equation}
The energy rise has a simple size. Of order $D(E_F)\,t$ electrons are excited, each by an energy of order $t$; for constant $D$ the count above $E_F$ is $D\,t\ln2$ and the mean gain is $\pi^2t/(6\ln2)\approx2.4\,t$. The product $TS$ is twice this rise, which leaves $\Delta F$ negative.

\textbf{Q.} Give me a number, so that I know what we are arguing about.

\textbf{A.} Take $D(E_F)=1$ state/eV per atom at 300 K. Then
\begin{equation}
\Delta F=-1.6449\times\frac{(25.852\ \mathrm{meV})^2}{1000\ \mathrm{meV}}=-1.099\ \mathrm{meV\ per\ atom}.
\end{equation}
The denominator converts one state per eV into one state per 1000 meV. If $D$ were quoted for one spin direction, both spin densities would have to be added before using the formula.

\section{What happens when the density of states is sharp}

\textbf{Q.} Remind me what we have, because I intend to attack it.

\textbf{A.} $D(E)$ is a fixed density of states with both spins counted, $t=kT$, $N$ is fixed, and $E_F$ is the Fermi level at $T=0$. The average $\langle D\rangle_m$ uses the normalized even weight $(6/\pi^2t)\ln(1+e^{-|E-m|/t})$, with mean square width $7\pi^2t^2/30$. For any $D$, the free energy change is the maximum over $m$ of
\begin{equation}
\Phi(m)-F(0)=-\frac{\pi^2}{6}t^2\langle D\rangle_m-C(m),\qquad
C(m)=\int_{E_F}^{m}(m-E)D\,dE\ge0,
\label{eq:recap}
\end{equation}
reached at the chemical potential $m=\mu$. The effective density $D_{\mathrm{eff}}=-6\Delta F/(\pi^2t^2)$ lies between $\langle D\rangle_\mu$ and $\langle D\rangle_{E_F}$. For smooth $D$ it tends to $D(E_F)$ at low temperature, which is the Sommerfeld result.

\textbf{Q.} ``Smooth'' is a vague word. When does the formula start to fail?

\textbf{A.} The next term answers that. Let $\delta=m-E_F$, and let $D$, $D'$ and $D''$ without an argument be taken at $E_F$. The mean square width gives
\begin{equation}
\langle D\rangle_m=D+D'\delta+\frac{7\pi^2}{60}t^2D''+\cdots,
\end{equation}
and $C=\tfrac12D\delta^2+\cdots$. The shift $\delta$ is itself of order $t^2$, so terms such as $\delta^3$ or $t^2\delta^2$ are of order $t^6$ and can be left out. What remains is
\begin{equation}
\Phi-F(0)=-\frac{\pi^2}{6}t^2D-\frac{\pi^2}{6}t^2D'\delta-\frac12D\delta^2-\frac{7\pi^4}{360}t^4D''.
\end{equation}
The maximum is at $\delta=-(\pi^2/6)t^2D'/D$. There the term linear in $\delta$ contributes $+(\pi^4/36)t^4D'^2/D$, and the quadratic term takes back half of it. Hence
\begin{equation}
\Delta F=-\frac{\pi^2}{6}t^2D+t^4\left[\frac{\pi^4}{72}\frac{D'^2}{D}-\frac{7\pi^4}{360}D''\right]+O(t^6).
\label{eq:quartic}
\end{equation}
Taking out the first term as a factor gives the relative correction:
\begin{equation}
\frac{D_{\mathrm{eff}}}{D}=1+\frac{7\pi^2}{60}\,\frac{t^2D''}{D}-\frac{\pi^2}{12}\left(\frac{tD'}{D}\right)^2+O(t^4).
\label{eq:criterion}
\end{equation}
The $t^4$ term is a small correction when $t^2|D''|/D$ and $(tD'/D)^2$ are both small; for $D''>0$ its two parts have opposite signs and can also cancel. Both ratios are taken at $E_F$, so they do not see structure a few $t$ away, which still enters the average. Curvature acts through the thermal average, and slope acts through the motion of $\mu$.

\textbf{Q.} Try it on something unpleasant. Put the Fermi level on a narrow peak.

For a smooth density of states, the low-temperature free energy change is set by $D(E_F)$, with a $t^4$ correction from the slope and curvature there; for any density of states, thermal averages bound it. What remains is to test the formula on sharp structure, starting with a narrow peak at the Fermi level.

Numerical values quoted here were computed with a short program.
